\section*{Diffusion-Limited Rate Constants: The Size-Independent Limit and Its First Correction}

\section{What dimensions fix}

Two neutral spherical solutes, A and B, diffuse in a liquid of viscosity $\eta$ at temperature $T$ and react when they first touch. Their radii are $a_A$ and $a_B$. The rate constant per pair, $k_1$, is defined by
\begin{equation}
\frac{dn_A}{dt}=-k_1 n_A n_B ,
\end{equation}
where $n_A$ and $n_B$ are numbers per volume, so $k_1$ has the unit $\mathrm{m^3\,s^{-1}}$.

Suppose that $k_1$ settles to a steady value and that inertia plays no part, so that no mass enters. The available quantities are then $k_BT$, $\eta$ and the radii. Try $k_1\propto (k_BT)^p\,\eta^q a^s$. Since $k_BT$ has dimensions $ML^2T^{-2}$ and $\eta$ has $ML^{-1}T^{-1}$, matching mass, time and length gives
\begin{equation}
p+q=0,\qquad -2p-q=-1,\qquad 2p-q+s=3 .
\end{equation}
The first two equations give $p=1$, $q=-1$, and the third then gives $s=0$. A common scale of the radii cannot appear, but their ratio $x=a_A/a_B$ can. If the time $t$ since mixing also matters, it enters through one more dimensionless group:
\begin{equation}
k_1=\frac{k_BT}{\eta}\,\Phi(x,\tau),\qquad \tau=\frac{k_BT\,t}{\eta a_B^3}.
\label{eq:form}
\end{equation}
It remains to find the limit of $\Phi$ at large $\tau$ and the first correction to it.

\section{Diffusion to contact}

\subsection{Relative motion}

Let $\Delta x_A$ and $\Delta x_B$ be displacements along one axis in time $t$, with variances $2D_At$ and $2D_Bt$. If the particles move independently, $\langle\Delta x_A\Delta x_B\rangle=0$ and
\begin{equation}
\langle(\Delta x_A-\Delta x_B)^2\rangle=2D_At+2D_Bt=2(D_A+D_B)t .
\end{equation}
The separation therefore diffuses with $D=D_A+D_B$. Independence means that the flow caused by one particle does not push the other, an assumption that is weakest near contact.

Place A at the origin and let $c(r,t)$ be the number density of B at distance $r$. The solution is taken to be dilute, so that each A--B pair can be treated separately. Contact occurs at $R_c=a_A+a_B$, and reaction at every contact means $c(R_c,t)=0$. Initially $c=c_0$ for all $r>R_c$, and $c\to c_0$ far away at all times.

\subsection{Solution in time}

The radial diffusion equation is
\begin{equation}
\frac{\partial c}{\partial t}
=D\left(\frac{\partial^2c}{\partial r^2}+\frac{2}{r}\frac{\partial c}{\partial r}\right)
=\frac{D}{r}\frac{\partial^2(rc)}{\partial r^2},
\end{equation}
because $\partial_r^2(rc)=r\,\partial_r^2c+2\,\partial_rc$. Define the scaled depletion $u=r(c_0-c)/(R_cc_0)$. It obeys $\partial_tu=D\,\partial_r^2u$, with $u=1$ at $R_c$, $u=0$ initially and $u\to0$ far away. The solution is
\begin{equation}
u=\operatorname{erfc}(s),\qquad s=\frac{r-R_c}{\sqrt{4Dt}} .
\end{equation}
To verify it, use $\operatorname{erfc}'(s)=-(2/\sqrt\pi)e^{-s^2}$, $\operatorname{erfc}''(s)=(4s/\sqrt\pi)e^{-s^2}$ and $\partial_ts=-s/(2t)$:
\begin{equation}
\frac{\partial u}{\partial t}=\frac{s\,e^{-s^2}}{\sqrt\pi\,t},\qquad
D\frac{\partial^2u}{\partial r^2}=\frac{D}{4Dt}\,\frac{4s\,e^{-s^2}}{\sqrt\pi}
=\frac{s\,e^{-s^2}}{\sqrt\pi\,t}.
\end{equation}
The boundary values follow from $\operatorname{erfc}(0)=1$ and $\operatorname{erfc}(\infty)=0$. Hence
\begin{equation}
c=c_0\left[1-\frac{R_c}{r}\operatorname{erfc}(s)\right].
\label{eq:profile}
\end{equation}

The slope at contact has one term from differentiating $1/r$ and one from differentiating the error function:
\begin{equation}
\left.\frac{\partial c}{\partial r}\right|_{R_c}
=c_0\left[\frac{1}{R_c}+\frac{2}{\sqrt\pi}\frac{1}{\sqrt{4Dt}}\right]
=c_0\left[\frac1{R_c}+\frac{1}{\sqrt{\pi Dt}}\right].
\end{equation}
The inward flow is $4\pi R_c^2D$ times this slope. Dividing by $c_0$ gives
\begin{equation}
k_1(t)=4\pi DR_c\left[1+\frac{R_c}{\sqrt{\pi Dt}}\right].
\label{eq:kt}
\end{equation}
The first term is Smoluchowski's steady rate. Within this model the expansion ends after its first correction.

The correction is positive because the density starts above the steady profile $c_0(1-R_c/r)$ and stays above it: by \eqref{eq:profile} the surplus is $c_0(R_c/r)\operatorname{erf}(s)$, and its slope at contact is the second term. The surplus is drained outward from contact, so the extra partners captured at time $t$ started at distances of order $\sqrt{4Dt}$, which are close to A only at early times. Where $r-R_c\ll\sqrt{4Dt}$, $\operatorname{erfc}(s)\approx1-2s/\sqrt\pi$, and \eqref{eq:profile} becomes $c\approx c_0(1-R_c/r)\left[1+R_c/\sqrt{\pi Dt}\right]$. Once $t\gg R_c^2/(\pi D)$, the steady profile $c_0(1-R_c/r)$ therefore holds in that region and the flow at contact approaches its steady value, while farther out the depletion is still spreading. The approach is slow: the excess is 32 percent at $t=10R_c^2/(\pi D)$ and 10 percent at $t=100R_c^2/(\pi D)$.

Equation \eqref{eq:kt} diverges as $t\to0$, where the diffusion description itself fails. If the drag on a particle of mass $m$ and velocity $v$ is taken to be $-\zeta v$ at each instant, with $\zeta$ the friction coefficient, then $m\,dv/dt=-\zeta v$ makes the mean velocity decay as $e^{-\zeta t/m}$, so diffusion can describe the motion only for $t\gg m/\zeta$. This condition is necessary but not sufficient: in a liquid of density $\rho$ the flow around a sphere of radius $a$ needs a time of order $\rho a^2/\eta$ to develop, the drag lags behind the motion, and diffusion sets in more slowly than this exponential suggests.

If some contacts do not lead to reaction, the density at contact has a steady value $c_*>0$. The steady profile is then $c_0-(c_0-c_*)R_c/r$, and the flow is $4\pi DR_c(c_0-c_*)$. The rate constant falls by the factor $1-c_*/c_0$.

\section{Diffusion coefficients from friction}

\subsection{The Einstein relation}

In a potential $V(x)$ the force is $F=-dV/dx$ and the drift velocity is $F/\zeta$. The current of particles with density $n$ is
\begin{equation}
J=-D_i\frac{dn}{dx}+\frac{nF}{\zeta}.
\end{equation}
In equilibrium $J=0$ and $n\propto e^{-V/k_BT}$, so $dn/dx=nF/k_BT$. Substitution gives $D_i/k_BT=1/\zeta$, that is, $D_i=k_BT/\zeta$.

\subsection{Friction of a sphere}

Let a sphere of radius $a$ move with velocity $U\hat{\mathbf z}$ through a liquid at rest far away. For slow flow, $\nabla\cdot\mathbf u=0$ and $\eta\nabla^2\mathbf u=\nabla p$. Take
\begin{align}
\mathbf u&=U\left[c_1\left(\frac{\hat{\mathbf z}}{r}+\frac{z\,\mathbf r}{r^3}\right)
+c_3\left(\frac{\hat{\mathbf z}}{r^3}-\frac{3z\,\mathbf r}{r^5}\right)\right],\\
p&=2\eta Uc_1\frac{z}{r^3}.
\end{align}
The $c_3$ bracket is $\nabla(z/r^3)$. Since $z/r^3=-\partial_z(1/r)$ is harmonic outside the sphere, this part has zero divergence and zero Laplacian. In the $c_1$ bracket the two divergences are $-z/r^3$ and $+z/r^3$, which cancel. Its first term is harmonic. Its second term is $-z\nabla(1/r)$, with Laplacian $-2\partial_z\nabla(1/r)=2\nabla(z/r^3)$, which matches $\nabla p$.

If the liquid sticks to the sphere, $\mathbf u=U\hat{\mathbf z}$ at $r=a$. Equating the coefficients of $\hat{\mathbf z}$ and of $\hat{\mathbf r}\cos\theta$ gives
\begin{equation}
\frac{c_1}{a}+\frac{c_3}{a^3}=1,\qquad \frac{c_1}{a}-\frac{3c_3}{a^3}=0,
\end{equation}
so $c_3=a^3/4$ and $c_1=3a/4$.

The total stress force is the same through every sphere enclosing the particle, because the stress has zero divergence in the liquid. On a very large sphere the $c_3$ part contributes nothing: its stress falls as $r^{-4}$ while the area grows as $r^2$. For the $c_1$ part, $u_r=2Uc_1\cos\theta/r$ and $u_\theta=-Uc_1\sin\theta/r$. The normal and shear stresses are
\begin{align}
\sigma_{rr}&=-p+2\eta\,\partial_ru_r=-\frac{(2+4)\eta Uc_1\cos\theta}{r^2},\\
\sigma_{r\theta}&=\eta\left[r\,\partial_r\frac{u_\theta}{r}+\frac1r\partial_\theta u_r\right]
=\eta Uc_1\sin\theta\,\frac{2-2}{r^2}=0 .
\end{align}
The average of $\cos^2\theta$ over a sphere is $1/3$, so the force along $z$ is
\begin{equation}
-\frac{6\eta Uc_1}{r^2}\cdot\frac{4\pi r^2}{3}=-8\pi\eta c_1U .
\end{equation}
Hence $\zeta=8\pi\eta c_1=6\pi\eta a$, which is Stokes's law.

For perfect slip the shear stress vanishes at the surface. The $c_3$ part contributes $6\eta Uc_3\sin\theta/a^4$ to it, so $c_3=0$. Matching the normal velocity requires $2c_1/a=1$, which gives $\zeta=4\pi\eta a$.

\section{The limit and its correction}

For stick, the Einstein relation and Stokes's law give
\begin{equation}
D=\frac{k_BT}{6\pi\eta}\left(\frac1{a_A}+\frac1{a_B}\right)
=\frac{k_BT}{6\pi\eta}\,\frac{a_A+a_B}{a_Aa_B}.
\end{equation}
With concentrations in moles per volume, $n=N_A[\ldots]$ turns the rate law into $d[\mathrm A]/dt=-k[\mathrm A][\mathrm B]$ with $k=N_Ak_1$, where $N_A$ in these two relations is the Avogadro constant. Using $N_Ak_B=R$, the steady term becomes
\begin{equation}
k=4\pi N_ADR_c=\frac{2RT}{3\eta}\,\frac{(a_A+a_B)^2}{a_Aa_B}.
\label{eq:general}
\end{equation}
For equal radii the last fraction is $4a^2/a^2=4$, and
\begin{equation}
k=\frac{8RT}{3\eta}.
\label{eq:limit}
\end{equation}
A larger sphere is a larger target, $R_c\propto a$, but it moves more slowly, $D\propto1/a$. The product does not depend on $a$. With slip, $\zeta$ is smaller by the factor $2/3$, so $k$ rises by $3/2$ to $4RT/\eta$.

Size returns in the correction. For equal radii and stick, $R_c=2a$ and $D=k_BT/(3\pi\eta a)$, so $R_c^2/(\pi D)=12\eta a^3/(k_BT)$ and
\begin{equation}
k(t)=\frac{8RT}{3\eta}\left[1+\sqrt{\frac{12\,\eta a^3}{k_BT\,t}}\right].
\end{equation}
This has the form \eqref{eq:form}, with a correction proportional to $\tau^{-1/2}$.

For unequal radii, the ratio of \eqref{eq:general} to \eqref{eq:limit} is
\begin{equation}
\frac{(1+x)^2}{4x}=1+\frac{(1-x)^2}{4x}\ge1 .
\end{equation}
Equation \eqref{eq:limit} is thus the minimum over the radius ratio, not an upper bound for all pairs. The departure is second order in $1-x$, so for independently moving spheres moderately different sizes matter little. For $x\gg1$ the factor grows as $x/4$: the large sphere supplies the target and the small one the mobility.

\section{Water at 298 K}

Take $T=298.15$ K, so $RT=2479.0\ \mathrm{J\,mol^{-1}}$, and the rough viscosity $\eta=0.89$ mPa\,s. Then
\begin{equation}
k=\frac{8\times2479.0}{3\times0.89\times10^{-3}}
=7.4\times10^{6}\ \mathrm{m^3\,mol^{-1}\,s^{-1}}
=7.4\times10^{9}\ \mathrm{M^{-1}\,s^{-1}},
\end{equation}
since $1\ \mathrm{m^3}$ is 1000 litres. Perfect slip would give $1.1\times10^{10}\ \mathrm{M^{-1}\,s^{-1}}$. For solutes as small as the solvent molecules neither surface condition is assured, and the spread between the two shows how far $k$ depends on that choice. The two values do not bound the rate for real solutes: very small ones such as dissolved H$_2$ or He diffuse faster than even the slip formula gives.

When the common radius goes from 0.2 to 2.0 nm, the diffusion coefficient of each sphere falls from $1.2\times10^{-9}$ to $1.2\times10^{-10}\ \mathrm{m^2\,s^{-1}}$, while $k$ stays the same. Radius ratios of 2, 5 and 10 multiply $k$ by 1.125, 1.8 and 3.0. At a ratio of 10 it reaches $2.2\times10^{10}\ \mathrm{M^{-1}\,s^{-1}}$.

To judge the correction, take $a=0.25$ nm for both solutes, with B in excess at 1.0 mM. The steady formula gives A the mean lifetime
\begin{equation}
t_1=\frac{1}{k[\mathrm B]}=\frac{1}{7.43\times10^{9}\times1.0\times10^{-3}}\ \mathrm s
\approx135\ \mathrm{ns}.
\end{equation}
With $R_c=0.50$ nm and $D=1.96\times10^{-9}\ \mathrm{m^2\,s^{-1}}$, the relative correction to $k$ at that time is
\begin{equation}
\frac{R_c}{\sqrt{\pi Dt_1}}
=\frac{0.50\times10^{-9}}{\sqrt{\pi\times1.96\times10^{-9}\times1.35\times10^{-7}}}
\approx0.017 .
\end{equation}
It was 10 percent at about 4.1 ns. The decay of A depends on the accumulated rate,
\begin{equation}
\int_0^{t}k(t')\,dt'=kt\left[1+\frac{2R_c}{\sqrt{\pi Dt}}\right],
\end{equation}
where the factor 2 comes from $\int_0^t t'^{-1/2}dt'=2t^{1/2}$. At $t_1$ the decay exponent is therefore about 3.5 percent larger than its steady value, so the transient can be neglected here. The neglected flow coupling is a much larger effect. On the axis of motion the $c_1$ flow is $2Uc_1/r$, so to leading order in $a/r$ two equal spheres approaching each other have their relative diffusion coefficient reduced to $D(r)=D(1-3a/2r)$ for stick and $D(1-a/r)$ for slip. The steady rate $4\pi/\int_{R_c}^\infty dr/[r^2D(r)]$ is then smaller than $4\pi DR_c$ by the factors 0.54 and 0.72. These are far-field estimates carried down to contact, where $a/r=1/2$ is not small. For slip the full two-sphere flow gives a factor of about 0.67, which does not depend on $a$. For stick the liquid must be squeezed out of the gap $\delta=r-2a$, and the resistance grows as about $a/(2\delta)$ times its value for separated spheres. The integral then diverges logarithmically, and the rate is finite only if reaction occurs at a nonzero gap: the factor is about 0.54, 0.39 and 0.32 for $\delta/a=0.1$, 0.01 and 0.001. At a fixed gap the size therefore returns weakly; for $\delta=0.03$ nm the factor falls from 0.58 to 0.41 as $a$ goes from 0.2 to 2.0 nm. The coupling also depends on the radius ratio: to leading order $D(r)=D[1-3a_Aa_B/((a_A+a_B)r)]$ for stick, which turns the factors 1.125, 1.8 and 3.0 above into 1.26, 2.6 and 4.9. The prefactor $8/3$ is thus an estimate, uncertain by a factor of two or somewhat more.

The size of the correction also measures dilution. Inserting $t_1=1/(4\pi DR_cn_B)$ gives
\begin{equation}
\frac{R_c}{\sqrt{\pi Dt_1}}=R_c\sqrt{4R_cn_B}=2\sqrt{n_BR_c^3}.
\end{equation}
The steady rate constant thus governs the decay when few partners lie within a contact distance of one another, in the strict sense $4\sqrt{n_BR_c^3}\ll1$, since this is the relative excess of the decay exponent at $t_1$. Because of the square root the condition is demanding: at $n_BR_c^3=0.01$, about 0.13 M in this example, that excess is already 40 percent. In concentrated solutions the transient lasts for much of the reaction, and treating pairs separately is no longer justified. When both reactants are charged, their Coulomb force adds a drift term to the diffusion equation, so \eqref{eq:limit} does not apply to such pairs as it stands.

The numerical check checks the friction coefficients, the relative diffusion, the time-dependent capture rate and the combined formulas for independently moving spheres numerically. It does not cover the flow-coupling estimates or the dilution criterion.

\section*{Table of computed values}
\begin{verbatim}
TESTS
stick friction/(eta a), stress integral: 18.8496
slip friction/(eta a), stress integral: 12.5664
relative D, simulated (reduced units): 1.324
relative D, predicted (reduced units): 1.333
steady inflow/(4 pi D R_c), grid: 1.0005
inflow ratio, contact conc. half of far: 0.5000
k(t)/k steady, time in units R_c^2/D:
  t =     1: grid 1.5642, formula 1.5642
  t =    10: grid 1.1784, formula 1.1784
  t =   100: grid 1.0564, formula 1.0564
radius ratio with smallest k in scan: 1.000
WATER
temperature: 298.15 K
viscosity (rough input): 0.89 mPa s
RT: 2479.0 J/mol
k = 8RT/(3 eta): 7.428e+06 m^3 mol^-1 s^-1
k = 8RT/(3 eta): 7.428e+09 M^-1 s^-1
k with slip, 4RT/eta: 1.114e+10 M^-1 s^-1
slip/stick ratio, numerical: 1.501
equal radii, numerical chain:
  a = 0.2 nm: D = 1.227e-09 m^2/s, k = 7.431e+09 M^-1 s^-1
  a = 0.5 nm: D = 4.907e-10 m^2/s, k = 7.431e+09 M^-1 s^-1
  a = 2.0 nm: D = 1.227e-10 m^2/s, k = 7.431e+09 M^-1 s^-1
unequal radii, formula:
  ratio    2: factor 1.125, k = 8.356e+09 M^-1 s^-1
  ratio    5: factor 1.800, k = 1.337e+10 M^-1 s^-1
  ratio   10: factor 3.025, k = 2.247e+10 M^-1 s^-1
EXAMPLE PAIR
radius of each: 0.25 nm
contact distance: 0.50 nm
D of each: 9.815e-10 m^2/s
relative D: 1.963e-09 m^2/s
partner concentration: 1.0 mM
mean lifetime 1/(k c): 134.6 ns
transient excess of k(t) at that time: 1.74 percent
time when the excess is 10 percent: 4.05 ns
\end{verbatim}
